# Split Spots and Lorentzian Lines from Stepped Surfaces

**Q.** A staircase of flat terraces is said to split a diffraction spot in two. Each terrace is a piece of the same flat crystal, so why should it not give the same spot, merely broadened?

**A.** One terrace alone does give a broadened spot. The splitting comes from interference between terraces, so we must add amplitudes over all atoms.

Let atomic rows run along $y$, with spacing $a$ between rows along $x$. Each terrace has $N$ rows, and each step descends by $d$ towards $+x$. A step may also add a lateral offset $g$, so the staircase repeats after $L=Na+g$. Row $n$ of terrace $m$ lies at

$$x=mL+na,\qquad z=-md,\qquad n=0,\dots,N-1,\quad m=0,\dots,M-1 .$$

The rows are straight, so the sum along $y$ is a common factor and I drop it; "atom" below means one site of this $xz$ section. I assume single scattering from identical atoms, no shadowing, no special scattering at edges and full coherence. With $\mathbf K=\mathbf k_f-\mathbf k_i$, an atom at $\mathbf r$ contributes $e^{-i\mathbf K\cdot\mathbf r}$. Define

$$\theta=K_xa,\qquad \varphi=K_zd,\qquad \psi=K_xL-\varphi .$$

Then $\mathbf K\cdot\mathbf r=m\psi+n\theta$, and the double sum separates:

$$A=\sum_{m=0}^{M-1}e^{-im\psi}\sum_{n=0}^{N-1}e^{-in\theta}.$$

A geometric sum gives $\sum_{n=0}^{N-1}e^{-in\theta}=(1-e^{-iN\theta})/(1-e^{-i\theta})$. Since $|1-e^{-iu}|^2=2-2\cos u=4\sin^2(u/2)$,

$$I=|A|^2=T\,F,\qquad T=\frac{\sin^2(N\theta/2)}{\sin^2(\theta/2)},\qquad F=\frac{\sin^2(M\psi/2)}{\sin^2(\psi/2)} .$$

$T$ is the terrace lattice factor, the broad spot you expected. $F$ is the step lattice factor. For large $M$ it selects narrow lines within that broad spot.

**Q.** A product of two factors is not yet a split spot. Where are the lines?

**A.** $F$ reaches $M^2$ when $\psi=2\pi j$ with integer $j$, that is, at

$$K_x=\frac{2\pi j+\varphi}{L}.$$

These lines move as $K_z$ changes, whereas the maxima of $T$ stay at the flat-surface beams $G=2\pi h/a$, with integer $h$. At such a beam

$$\psi(G)=G(Na+g)-\varphi=2\pi hN+Gg-\varphi ,$$

and the term $2\pi hN$ has no effect on the phase. Neighbouring terraces therefore interfere destructively at $G$ when

$$Gg-\varphi=\pi\pmod{2\pi}.$$

This is the out-of-phase condition. Put $K_x=G+\delta$, so that $\psi=\pi+\delta L$ up to a multiple of $2\pi$. The maxima need $\delta L$ to be an odd multiple of $\pi$, and the two nearest lie at

$$K_x=G\pm\frac{\pi}{L},\qquad \Delta K_x=\frac{2\pi}{L}.$$

The terrace factor is even in $\theta$ and has period $2\pi$, so it is symmetric about $G$. The two spots are equally strong, and at $G$ itself there is no line.

**Q.** There are further maxima at $\pm3\pi/L$. Why call it a pair?

**A.** Because $T$ makes the others weak. Compare each peak intensity $M^2T$ with the value $(NM)^2$ of a flat surface with as many atoms. The weight is $w=T/N^2$. For $g=0$ the out-of-phase lines lie at $\theta_j=(2j+1)\pi/N$, where $\sin^2(N\theta_j/2)=1$, so

$$w_j=\frac{1}{N^2\sin^2[(2j+1)\pi/(2N)]}.$$

For $N=8$ each main spot has $w=1/[64\sin^2(\pi/16)]=0.4105$, and each of the next two has $0.0506$. Together these four carry about 92% of the weight in one period of $\theta$.

The total is one. To see this, expand $T$ as a double sum over terrace atoms:

$$\sum_{j=0}^{N-1}T(\theta_j)=\sum_{n,n'}\sum_{j=0}^{N-1}e^{-i(n-n')\theta_j}=N^2 .$$

The angles are spaced by $2\pi/N$, so the inner sum vanishes unless $n=n'$, when it equals $N$. Thus steps redistribute intensity among the lines without changing this total. For wide terraces $\sin[\pi/(2N)]\to\pi/(2N)$, and each main weight tends to $4/\pi^2\approx0.405$.

**Q.** By the same argument, should there not be extra lines when the terraces are in phase?

**A.** $F$ does have them. In phase, $Gg-\varphi=0\pmod{2\pi}$, and the lines lie at $G+2\pi j/L$. There the numerator of $T$ is $\sin^2(\pi jNa/L)$. If $g=0$, then $Na=L$ and this vanishes. The denominator vanishes too when $j$ is a multiple of $N$, but those lines are the flat-surface beams themselves. All the satellites between them are removed.

With an offset the cancellation is incomplete. For $N=8$, $a=5$ bohr and $g=2$ bohr, the period is 42 bohr. The first satellite of the in-phase specular beam then has intensity 0.0026 relative to the main spot.

**Q.** You hold $K_z$ fixed, but a detector scanned at fixed energy changes $K_x$ and $K_z$ together. Does the splitting survive?

**A.** It does. For the specular beam near the normal the only change is a small displacement. Take electrons incident along the terrace normal (not the normal of the average surface, which is tilted by $\arctan(d/L)$), with wave number $k$, leaving at angle $\alpha$ from that normal towards $+x$. Then $\mathbf k_i$ points down, and

$$K_x=k\sin\alpha,\qquad K_z=k(1+\cos\alpha).$$

Consider the specular beam, $G=0$. It is out of phase if $2kd$ is an odd multiple of $\pi$. The spot condition $kL\sin\alpha-kd(1+\cos\alpha)=2\pi j$ becomes, after adding $2kd$ to both sides,

$$kL\sin\alpha+kd(1-\cos\alpha)=2\pi j+2kd=\pm\pi$$

for the nearest pair. To second order in $\alpha$ the left side is $kL\alpha+kd\alpha^2/2$. Putting the first-order solution $\pm\pi/(kL)$ into the quadratic term gives

$$\alpha_\pm\simeq\pm\frac{\pi}{kL}-\frac{d}{2L}\left(\frac{\pi}{kL}\right)^2 .$$

Both spots move the same way, so this correction cancels from their separation, which is $2\pi/(kL)$ to this order.

Take round model values $a=5$ bohr, $d=4$ bohr, $N=8$ and $g=0$, so $L=40$ bohr. Choose $2kd=5\pi$. Then $k=5\pi/8=1.9635\ \text{bohr}^{-1}$, and the energy $k^2/2$ is 1.928 hartree, or 52.45 eV. At fixed $K_z$ the spots are at $\pm\pi/40=\pm0.0785\ \text{bohr}^{-1}$, a splitting of $0.1571\ \text{bohr}^{-1}$.

Solving the angular equation by numerical root finding gives $2.288^\circ$ and $-2.297^\circ$. Their separation is $4.585^\circ$, against the estimate $2\pi/(kL)=4.584^\circ$. The unequal magnitudes show the common displacement.

A beam far from the normal behaves differently. Along the scan $dK_x=k\cos\alpha\,d\alpha$ and $d\psi=(L+d\tan\alpha)\,dK_x$, so the separation becomes $\Delta K_x\simeq2\pi/(L+d\tan\alpha)$. For these values of $L$ and $d$, a pair at $\alpha=+35.5^\circ$ is about 7% closer than $2\pi/L$, and a pair at $-35.5^\circ$ is about 8% farther apart.

**Q.** Electrons are refracted on entering a solid. Should $K_z$ not be taken inside it?

**A.** Not for the phase between equivalent terraces. Moving a whole scatterer by $\mathbf R$ changes the incident phase at it by $\mathbf k_i\cdot\mathbf R$ and the phase of its outgoing wave by $-\mathbf k_f\cdot\mathbf R$. Both wave vectors are those in vacuum, where source and detector are. What happens inside the scatterer is carried along unchanged.

For a perfectly periodic staircase, this translation argument fixes the line positions even with multiple scattering. It does not fix their intensities, so the weights above belong to the single-scattering model.

**Q.** Real terraces are not all equally wide. Surely disorder just turns the two sharp spots into two Lorentzians?

**A.** That depends on the distribution, so let us leave it general at first. Take $g=0$ and draw the widths $N_m$ independently from one distribution with mean $\langle N\rangle$. Measure positions in units of $a$, so terrace $m$ starts at $X_m=\sum_{l<m}N_l$. Define

$$z=e^{-i\theta},\qquad s=e^{i\varphi},\qquad \beta=\langle z^N\rangle .$$

From here on $z$ is this phase factor, not the height. Summing over the atoms of each terrace gives

$$A=\sum_m s^m z^{X_m}\frac{1-z^{N_m}}{1-z}.$$

We need $\langle|A|^2\rangle$, the intensity averaged over many surface regions. Every term contains the denominator $D=|1-z|^2=4\sin^2(\theta/2)$. The numerator of a terrace paired with itself is

$$\langle|1-z^N|^2\rangle=2-\beta-\beta^*=2\,\mathrm{Re}(1-\beta).$$

For terraces $m$ and $m+r$, with $r\ge1$, the product $A_{m+r}A_m^*$ has numerator

$$s^r\left\langle z^{N_m+\cdots+N_{m+r-1}}(1-z^{-N_m})(1-z^{N_{m+r}})\right\rangle .$$

The factors involving $N_m$ combine to $z^{N_m}-1$, with average $\beta-1$. The $r-1$ terraces in between give $\beta^{r-1}$, and the last gives $1-\beta$. The result is $-s^r\beta^{r-1}(1-\beta)^2$.

If $|\beta|<1$, the sum over $r$ converges and the ends of a long staircase do not matter. Adding the complex-conjugate pairs and dividing by the mean number of atoms per terrace gives the intensity per atom:

$$S=\frac{2}{\langle N\rangle D}\,\mathrm{Re}\left[(1-\beta)-\frac{s(1-\beta)^2}{1-s\beta}\right].$$

Over a common denominator the bracket is $(1-\beta)[1-s\beta-s(1-\beta)]/(1-s\beta)$. The two $s\beta$ terms cancel, leaving

$$S=\frac{2}{\langle N\rangle D}\,\mathrm{Re}\,\frac{(1-\beta)(1-s)}{1-s\beta}.$$

**Q.** Does this contain the split spots you found before?

**A.** Set $s=-1$, the out-of-phase case. Multiplying numerator and denominator by $1+\beta^*$ and using $\mathrm{Re}[(1-\beta)(1+\beta^*)]=1-|\beta|^2$,

$$S=\frac{4}{\langle N\rangle D}\,\frac{1-|\beta|^2}{|1+\beta|^2}.$$

For equal widths $\beta=z^N$ has modulus one. The numerator vanishes, and intensity can survive only where $\beta=-1$, that is, where $N\theta$ is an odd multiple of $\pi$. There the sum over $r$ no longer converges, and the sharp lines of $F$ appear.

The centre of the former spot is equally informative. For small $\theta$,

$$\beta=1-i\theta\langle N\rangle-\tfrac12\theta^2\langle N^2\rangle+\cdots,$$

so $1-|\beta|^2\simeq\theta^2(\langle N^2\rangle-\langle N\rangle^2)$. Also $D\simeq\theta^2$ and $|1+\beta|^2\simeq4$. Hence

$$S(0)=\frac{\mathrm{Var}(N)}{\langle N\rangle}.$$

The variance of the widths fills the gap between the split spots. If widths 7, 8 and 9 are equally likely, the mean is 8, the variance is $2/3$ and $S(0)=0.083$. A scan of the formula finds a maximum $S\approx126$ at $\theta=0.392$ rad, close to the regular value $\pi/8=0.393$ rad. This narrow distribution keeps the splitting.

**Q.** Then a geometric distribution should keep it too, with more in the gap.

**A.** Its variance is much larger, so we should calculate. Let

$$P(N)=p\,q^{N-1},\qquad q=1-p,\qquad N=1,2,\dots$$

with $0<p<1$, so $\langle N\rangle=1/p$. Summing the geometric series,

$$\beta=\sum_{N=1}^\infty pq^{N-1}z^N=\frac{pz}{1-qz}.$$

With $\lambda=q-p=1-2p$, this gives

$$1-\beta=\frac{1-z}{1-qz},\qquad 1+\beta=\frac{1-\lambda z}{1-qz}.$$

Their ratio is $(1-z)/(1-\lambda z)$. Multiply above and below by $1-\lambda z^*$. Because $zz^*=1$, the real part of the numerator is

$$\mathrm{Re}(1-\lambda z^*-z+\lambda)=(1+\lambda)(1-\cos\theta)=\tfrac12(1+\lambda)D .$$

The $D$ in $S$ cancels. The prefactor is $4p\cdot\tfrac12(1+\lambda)=2p(1+\lambda)$, and $2p=1-\lambda$, so

$$S(\theta)=\frac{1-\lambda^2}{1-2\lambda\cos\theta+\lambda^2}.$$

For $0<p<1/2$, $\lambda$ is positive and the denominator is smallest at $\theta=0$. There is one unsplit line, centred where the regular staircase has no spot.

For mean width 8, $p=1/8$ and $\lambda=0.75$. The centre has $S(0)=(1+\lambda)/(1-\lambda)=7$. At the regular spot position $\theta=\pi/8$, $S$ has already fallen to 2.48.

**Q.** That denominator contains a cosine. Where is the Lorentzian?

**A.** Look at the correlation between atoms. Expanding in powers of $\lambda z$,

$$1+2\,\mathrm{Re}\sum_{n=1}^{\infty}(\lambda z)^n=\mathrm{Re}\,\frac{1+\lambda z}{1-\lambda z}=\frac{1-\lambda^2}{|1-\lambda z|^2}=S(\theta).$$

So atoms $n$ sites apart have phase correlation $\lambda^{|n|}$. For $0<\lambda<1$ write this as $e^{-\gamma|n|}$, with $\gamma=-\ln\lambda$. The Fourier transform of the continuous function $e^{-\gamma|x|}$ is

$$\int_{-\infty}^{\infty}e^{-\gamma|x|-iux}\,dx=\frac1{\gamma+iu}+\frac1{\gamma-iu}=\frac{2\gamma}{\gamma^2+u^2}.$$

Because the atoms form a discrete lattice, this line repeats with period $2\pi$:

$$S(\theta)=\sum_{j=-\infty}^{\infty}\frac{2\gamma}{\gamma^2+(\theta-2\pi j)^2}.$$

To verify the equality, compute the $n$th Fourier coefficient of the right side over one period. The shifted pieces join into one integral over the whole line, and Fourier inversion returns $e^{-\gamma|n|}$, the coefficient of the left side.

The profile is thus an exact periodic sum of Lorentzians within this model. One Lorentzian suffices near a beam when $\gamma$ is small. At $\theta=\pi$ it does not: the lines centred at 0 and $2\pi$ contribute equally there.

**Q.** Why does this distribution lose the splitting? Its mean width is still perfectly definite.

**A.** A mean width does not by itself create a repeat distance. In a geometric distribution, the chance that a terrace ends at the next bond is $p$, however long the terrace already is. Each bond carries a step independently. At $\varphi=\pi$ a step reverses the sign of the amplitude, so one bond contributes the average factor $q-p=\lambda$, and $n$ bonds contribute $\lambda^n$. This correlation decays without oscillating when $p<1/2$.

The sign of each step is also irrelevant at this phase, since $e^{i\pi}=e^{-i\pi}$. A descending staircase and a surface with random up and down steps give the same profile if their steps have the same bond statistics.

**Q.** Can I read the mean terrace width from the line width?

**A.** Yes, at the out-of-phase condition, if the geometric model applies: straight parallel steps of single height, with one step probability $p$ for every bond. Write the denominator of $S$ as $(1-\lambda)^2+4\lambda\sin^2(\theta/2)$. It is twice its central value when $4\lambda\sin^2(\theta/2)=(1-\lambda)^2$. The full width at half maximum is therefore

$$\Delta K_x=\frac4a\arcsin\frac{1-\lambda}{2\sqrt\lambda}.$$

The arcsine exists if $1-\lambda\le2\sqrt\lambda$, or $\lambda\ge3-2\sqrt2$. For smaller positive $\lambda$ the profile never falls to half its maximum. For wide terraces $p\to0$, the argument tends to $p$, and

$$\Delta K_x\to\frac{4p}{a}=\frac4{\langle L\rangle},\qquad \langle L\rangle=\frac ap .$$

With $a=5$ bohr, the formulas give:

| Mean width (atoms) | Full width (bohr⁻¹) | $4/\langle L\rangle$ (bohr⁻¹) |
|---:|---:|---:|
| 8 | 0.1159 | 0.1000 |
| 20 | 0.0422 | 0.0400 |
| 80 | 0.0101 | 0.0100 |

The full width exceeds the limiting formula by about 16%, 5% and 1%, relative to that formula. For short terraces the arcsine expression should be used.

**Q.** What if steps are very dense, or the energy misses the out-of-phase condition?

**A.** At $p=1/2$, $\lambda=0$ and $S=1$: the phases of different atoms are uncorrelated and the profile is flat. For $p>1/2$, $\lambda$ is negative. Neighbouring atoms are then more often in antiphase than in phase, and the maximum moves to $\theta=\pi$.

Away from $\varphi=\pi$, a descending step contributes $e^{i\varphi}$. The factor per bond is

$$\lambda=q+pe^{i\varphi},\qquad |\lambda|^2=1-2pq(1-\cos\varphi).$$

Writing $\lambda=|\lambda|e^{i\theta_0}$ multiplies the correlation by $e^{in\theta_0}$, which shifts the Lorentzians to $\theta_0+2\pi j$. Their half width is $-\ln|\lambda|$. For $p=1/8$ and $\varphi=\pi/2$, the centre is at 0.142 rad and the half width is 0.123 rad, compared with 0.288 rad out of phase. In phase, $\lambda=1$: the correlation does not decay and the line is sharp.

If up and down steps are equally likely and independent, the factor is instead $q+p\cos\varphi$. It is real, so the profile stays symmetric about $\theta=0$ at every energy. The staircase line does not: the imaginary part of its $\lambda$ is $p\sin\varphi$, so its centre lies at positive $\theta$ for $0<\varphi<\pi$ and at negative $\theta$ for $\pi<\varphi<2\pi$. Varying the energy can therefore distinguish a staircase from such a rough surface, although the out-of-phase profile cannot.

**Q.** When should I distrust a fitted Lorentzian width?

**A.** First, when independent steps break another assumption of the model. A step of double height gives $e^{2i\pi}=1$ and is invisible at $\varphi=\pi$. If half the steps are double, $\lambda=1-p$: the line is still a Lorentzian sum, but a mean width of 8 is read as 16. If alternate terraces are geometric with different means, say 4 and 12, the average amplitude is $(12-4)/16$ in magnitude, so a sharp spike of weight $1/4$ appears. The diffuse part then has $\lambda=1-\tfrac14-\tfrac1{12}=\tfrac23$ and reads as 6 rather than 8. If steps run in all directions and the correlation is $e^{-\gamma r}$, a cut through the spot goes as $(\gamma^2+u^2)^{-3/2}$. Its full width is $\sqrt{2^{2/3}-1}\approx0.77$ times the Lorentzian one, which returns only after integration over $K_y$.

Second, when the steps are not independent. If they avoid one another, the widths are more nearly equal, $\mathrm{Var}(N)/\langle N\rangle$ falls, and split maxima can return. Limited instrumental coherence broadens the line and makes the terraces seem too short.

A lateral offset at each step replaces $\varphi$ by $\varphi-K_xg$. The factor $\lambda$ then varies across the line, which is no longer an exact Lorentzian sum. Edge scattering, shadowing and multiple scattering can also change the intensities, because a terrace amplitude is then no longer a plain sum over identical atoms.
